# Fermi level of a weakly compensated semiconductor from acceptor–donor complexes, part 1

(Sections cited here and not found follow in the second part.)

## First half: one acceptor and the balance of complexes

### Definitions and conventions

An n-type semiconductor contains donors of density \(N\) and acceptors of density \(KN\), with compensation \(K\ll1\). Every acceptor has captured an electron and carries charge \(-1\). The captured electrons came from donors, so a few donors are ionized and carry charge \(+1\), while the others are neutral. The question is where the Fermi level \(\mu\) lies when \(K\to0\).

The algebra uses atomic units, \(e^2=1\), and a dielectric constant \(\kappa\). Energies are electron energies measured from the level of an isolated neutral donor, so positive \(\mu\) means above that level. The model assumes:

- Donors sit at random, independent positions, and acceptors are placed independently of them.
- A donor holds zero or one electron, and its orbital is small compared with the distances between impurities. Charges then interact as points.
- The temperature goes to zero first, and \(K\) goes to zero afterwards. The order matters, as the second half shows.

Every interaction energy is \(1/\kappa\) divided by a distance, and the only length left in the limit is \(N^{-1/3}\). The result must therefore have the form

\[
\mu=c\,\frac{N^{1/3}}{\kappa},
\]

and the task is to find the number \(c\).

### The simplest case: one acceptor and one donor

The negative acceptor repels electrons. An electron on a donor at distance \(r\) therefore has its level raised from zero to \(1/(\kappa r)\). Moving it to the reservoir at \(\mu\) changes the energy by

\[
E_1=\mu-\frac{1}{\kappa r}.
\]

The donor is ionized when \(E_1<0\), that is, when it lies inside the radius

\[
r_\mu=\frac{1}{\kappa\mu}.
\]

In the limit \(r\to\infty\), ionization costs \(\mu\). Hence \(\mu\) cannot be negative: a negative value would empty the isolated donors, which far outnumber the acceptors.

Suppose for a moment that an acceptor could ionize at most one donor. Neutrality would then require every acceptor to have one inside \(r_\mu\). With random donors there is always some chance of an empty sphere, unless \(r_\mu\to\infty\) and \(\mu\to0\). This restricted model puts the Fermi level at the isolated donor level. The finite value of \(\mu\) must come from acceptors that ionize two donors and so compensate for those that ionize none.

### Several donors around one acceptor

Let \(S\) be the set of ionized donors. Each member gains the attraction of the acceptor, and each pair of members costs a repulsion between positive charges:

\[
E_S=\sum_{i\in S}\left(\mu-\frac{1}{\kappa r_i}\right)
+\sum_{i<j\in S}\frac{1}{\kappa r_{ij}} .
\]

With one member this returns \(E_1\). The empty set has energy zero.

I now measure lengths in \(r_\mu\) and energies in \(\mu\). Put \(\rho_i=r_i/r_\mu\) and \(d_{ij}=r_{ij}/r_\mu\). Since \(1/(\kappa r_i)=\mu/\rho_i\),

\[
\frac{E_S}{\mu}=\sum_{i\in S}\left(1-\frac1{\rho_i}\right)
+\sum_{i<j\in S}\frac1{d_{ij}} .
\]

Let \(S\) be the set of lowest energy. Returning an electron to member \(i\) must raise the energy. That step removes the terms containing \(i\), so

\[
-\left(1-\frac1{\rho_i}+\sum_{j\ne i}\frac1{d_{ij}}\right)>0
\quad\Longrightarrow\quad
\frac1{\rho_i}-\sum_{j\ne i}\frac1{d_{ij}}>1 .
\]

Equality has zero probability for random positions. The left side is the electron level at donor \(i\) in units of \(\mu\), lowered by the other ionized donors. The condition says that an empty donor must have its level above the Fermi level.

**No acceptor ionizes three donors.** Suppose that \(S\) has three or more members, and let \(f\) be the farthest from the acceptor. The triangle inequality gives \(d_{fj}\le\rho_f+\rho_j\le2\rho_f\), hence \(1/d_{fj}\ge1/(2\rho_f)\). At least two such terms occur, so

\[
\frac1{\rho_f}-\sum_{j\ne f}\frac1{d_{fj}}
\le\frac1{\rho_f}-2\,\frac1{2\rho_f}=0 ,
\]

which contradicts the requirement that this quantity exceed one.

**Both members of a pair lie within half of \(r_\mu\).** For the farther member of a pair, at scaled distance \(s\), the same inequality gives

\[
1<\frac1s-\frac1d\le\frac1s-\frac1{2s}=\frac1{2s},
\qquad s<\frac12 .
\]

The limit is approached when the two donors lie on opposite sides at equal distances. If they are at equal distances but at right angles, \(d=\sqrt2\,s\), and the condition becomes \(s<1-1/\sqrt2\approx0.29\). As the donors approach each other, \(d\to0\) and the condition fails. Pairs therefore need donors that are both near the acceptor and well separated in direction.

### Neutrality

Let \(P_0,P_1,P_2\) be the probabilities that an acceptor has zero, one or two ionized donors. In the limit of small \(K\), acceptors are so far apart that their neighbourhoods do not overlap. At zero temperature and positive \(\mu\), isolated donors stay neutral. Charge neutrality and normalization read

\[
P_1+2P_2=1,\qquad P_0+P_1+P_2=1 .
\]

Subtracting the second from the first gives

\[
P_2=P_0 .
\]

Complexes with zero, one and two ionized donors have total charges \(-1\), \(0\) and \(+1\), so this states that the two charged kinds are equally numerous.

The solution is unique. Write \(E_S=|S|\mu+U_S\), where \(U_S\) does not depend on \(\mu\). Let \(S\) be lowest at \(\mu_1\) and \(S'\) at \(\mu_2>\mu_1\). Then

\[
|S|\mu_1+U_S\le|S'|\mu_1+U_{S'},\qquad
|S'|\mu_2+U_{S'}\le|S|\mu_2+U_S .
\]

Adding these and cancelling \(U_S+U_{S'}\) yields

\[
(|S'|-|S|)(\mu_2-\mu_1)\le0 .
\]

The number of ionized donors cannot rise with \(\mu\). Its average, \(1-P_0+P_2\), falls strictly, because there is a finite chance that the nearest donor has its level between \(\mu_1\) and \(\mu_2\) and is then filled.

A solution also exists. For large \(\mu\) the sphere of radius \(r_\mu\) is almost surely empty, and \(P_2-P_0\to-1\). For \(\mu\to0\) it contains many donors. All near distances then shrink in units of \(r_\mu\), the level differences \(1/\rho-1/d\) of well-separated pairs grow without limit, and \(P_2-P_0\to1\). The difference passes through zero in between.

### Acceptors without an ionized donor

If any donor has \(\rho<1\), ionizing it alone lowers the energy below that of the empty set. If no donor has \(\rho<1\), no donor can meet the level condition. Thus \(P_0\) is the probability that the sphere of radius \(r_\mu\) is empty.

It is convenient to use the mean number of donors in the sphere of half that radius:

\[
m=N\,\frac{4\pi}{3}\left(\frac{r_\mu}{2}\right)^3
=\frac{\pi}{6}Nr_\mu^3 .
\]

The full sphere has eight times the volume. For random donors the number in a volume follows the Poisson law, so

\[
P_0=e^{-8m}.
\]

Since \(r_\mu=1/(\kappa\mu)=N^{-1/3}/c\),

\[
m=\frac{\pi}{6c^3},\qquad c=\left(\frac{\pi}{6m}\right)^{1/3}.
\]

### Counting pairs independently

As a first approximation to \(P_2\), take the mean number of donor pairs in which both levels exceed \(\mu\). In scaled lengths the donor density is \(Nr_\mu^3=6m/\pi\), and each pair must be counted once. The mean number is

\[
\frac12\left(\frac{6m}{\pi}\right)^2 I,\qquad
I=\int d^3\rho_1\,d^3\rho_2\;
\Theta\!\left(\frac1{\rho_1}-\frac1d-1\right)
\Theta\!\left(\frac1{\rho_2}-\frac1d-1\right),
\]

where \(\Theta\) is one for a positive argument and zero otherwise.

Call the farther distance \(s\) and the nearer one \(w\). If the farther donor meets its condition, so does the nearer one, because \(1/w\ge1/s\). The remaining condition is

\[
d>D,\qquad D=\frac{s}{1-s}.
\]

With \(u\) the cosine of the angle between the donors, \(d^2=s^2+w^2-2swu\). For random directions \(u\) is uniform on \([-1,1]\), and \(d>D\) means

\[
u<u_*=\frac{s^2+w^2-D^2}{2sw}.
\]

The allowed fraction of directions is

\[
\frac{1+u_*}{2}=\frac{(s+w)^2-D^2}{4sw}.
\]

It is positive for \(w>D-s=s^2/(1-s)\), and it stays below one because \(s-w<s<D\). The range up to \(w=s\) is open only for \(s<1/2\), in agreement with the earlier bound. A factor 2 accounts for which donor is farther, and the shells contribute \(4\pi s^2\,ds\) and \(4\pi w^2\,dw\). The prefactor is \(2(4\pi)^2/4=8\pi^2\):

\[
I=8\pi^2\int_0^{1/2}s\,ds\int_{D-s}^{s}w\left[(s+w)^2-D^2\right]dw .
\]

Set \(w=st\) and \(a=s/(1-s)\). Then \(D/s=1/(1-s)=1+a\), and the lower limit is \(t=a\). The inner integral is \(s^4g(a)\), with

\[
\begin{aligned}
g&=\int_a^1t\left[(1+t)^2-(1+a)^2\right]dt\\
&=\frac{1-a^2}{2}+\frac{2(1-a^3)}3+\frac{1-a^4}{4}
-\frac{(1+a)^2(1-a^2)}2 .
\end{aligned}
\]

Because \((1+a)^2(1-a^2)=1+2a-2a^3-a^4\), collecting powers gives

\[
g=\frac{11}{12}-a-\frac{a^2}{2}+\frac{a^3}{3}+\frac{a^4}{4}
=\frac{(1-a)^2(11+10a+3a^2)}{12}.
\]

It vanishes at \(a=1\), which is \(s=1/2\), as it should. Finally \(s=a/(1+a)\) and \(ds=da/(1+a)^2\), so that \(I=8\pi^2J\) with

\[
J=\int_0^1\frac{a^5(1-a)^2(11+10a+3a^2)}{12(1+a)^7}\,da .
\]

To integrate, put \(x=1+a\). Then \(11+10a+3a^2=3x^2+4x+4\), and \((x-2)^2(3x^2+4x+4)=3x^4-8x^3+16\). Multiplying by \((x-1)^5\) and dividing by \(x^7\) gives

\[
\begin{aligned}
12J=\int_1^2\Big(&3x^2-23x+70-\frac{110}{x}+\frac{111}{x^2}
-\frac{123}{x^3}\\
&+\frac{168}{x^4}-\frac{160}{x^5}+\frac{80}{x^6}-\frac{16}{x^7}\Big)dx .
\end{aligned}
\]

Term by term, the integral is

\[
7-\frac{69}{2}+70-110\ln2+\frac{111}{2}-\frac{369}{8}+49-\frac{75}{2}+\frac{31}{2}-\frac{21}{8}
=\frac{305}{4}-110\ln2 .
\]

Therefore

\[
J=\frac{305}{48}-\frac{55}{6}\ln2=3.175\times10^{-4},\qquad I=0.02507 .
\]

Random pairs tested directly against the two level conditions gave \(I=0.02498\pm0.00014\).

The half-radius sphere has scaled volume \(\pi/6\). Two donors placed at random in it form a valid pair with probability

\[
p_2=\frac{I}{(\pi/6)^2}=288J=0.0914 ,
\]

and the mean number of valid pairs becomes \(p_2m^2/2\).

### The first value of the Fermi level

Equating this number to \(P_0\) gives the pair balance

\[
e^{-8m}=\frac{p_2m^2}{2}.
\]

The left side falls with \(m\) and the right side rises, so there is one root, \(m=0.5398\). Substitution gives \(e^{-4.318}=0.0133\) on the left and \(0.0914\times0.2914/2=0.0133\) on the right. The coefficient is

\[
c=\left(\frac{0.5236}{0.5398}\right)^{1/3}=0.990 .
\]

Only about 1.3 percent of the acceptors are of each charged kind, yet their balance fixes \(\mu\).

The result is insensitive to errors in \(P_2\). Since \(m\propto c^{-3}\), a small relative change of \(c\) changes \(\ln P_0=-8m\) by \(24m\,\delta\ln c\), and changes \(\ln(m^2)\) by \(-6\,\delta\ln c\). If the pair number is altered by a small relative amount \(\delta\), the root moves by

\[
\delta\ln c=\frac{\delta}{24m+6}\approx\frac{\delta}{19}.
\]

An error of ten percent in the number of pairs moves \(\mu\) by about half a percent. This makes the independent count useful, but it remains to find how large its error is.

## Second half: competition, the limit of small compensation, and GaN

### Symbols and results carried over

The Fermi level is \(\mu=cN^{1/3}/\kappa\) above the isolated donor level, with \(e^2=1\), donor density \(N\) and acceptor density \(KN\). Lengths \(\rho_i\) and \(d_{ij}\) are in units of \(r_\mu=1/(\kappa\mu)\). The mean number of donors within \(r_\mu/2\) of an acceptor is \(m=\pi/(6c^3)\). An acceptor has zero, one or two ionized donors with probabilities \(P_0,P_1,P_2\), and neutrality requires \(P_0=P_2\), where \(P_0=e^{-8m}\). Both donors of a pair lie within \(r_\mu/2\). Two random donors there form a valid pair with probability \(p_2=0.0914\), and the independent count \(P_2\approx p_2m^2/2\) gives \(c=0.990\).

### What the independent count misses

With two donors in the half-radius sphere, the count is right. If both levels exceed \(\mu\), ionizing both is better than ionizing either one, which in turn is better than ionizing neither.

With three donors, two different pairs may both satisfy the level conditions. The acceptor can realize only one of them, but the count includes both. A third donor very close to the acceptor may also make its single ionization cheaper than a valid pair formed by the other two.

The correct criterion compares the best pair with the best single donor. The latter is the nearest one, at \(\rho_n\). A pair is the ground state when

\[
\max_{i<j}\left(\frac1{\rho_i}+\frac1{\rho_j}-\frac1{d_{ij}}\right)
>1+\frac1{\rho_n}.
\]

This is the inequality between the pair energy \(2-1/\rho_i-1/\rho_j+1/d_{ij}\) and the single-donor energy \(1-1/\rho_n\), rearranged. A pair with a member outside the half-radius sphere cannot be the ground state, so donors outside it do not affect \(P_2\).

Let \(p_k\) be the probability that the criterion holds for \(k\) random donors in that sphere. Averaging over the Poisson distribution of \(k\) gives

\[
P_2=\sum_{k\ge2}e^{-m}\frac{m^k}{k!}\,p_k .
\]

For \(m\to0\) the term \(k=2\) dominates and \(e^{-m}\to1\), which returns the independent count. The actual \(m\) is about one half, so a correction is expected.

### Bounds on the coefficient

When a pair is the ground state, it satisfies the level conditions. The probability of such a state cannot exceed the mean number of valid pairs. Keeping only \(k=2\) in the sum gives a lower bound, since all terms are positive. Thus

\[
e^{-m}\frac{p_2m^2}{2}\le P_2\le\frac{p_2m^2}{2}.
\]

At the true Fermi level, \(P_2=e^{-8m}\). The right inequality becomes \(e^{-8m}\le p_2m^2/2\). Its left side rises with \(c\) and its right side falls, so \(c\) cannot exceed the root of the pair balance. The left inequality, after multiplication by \(e^m\), becomes

\[
\frac{p_2m^2}{2}\le e^{-7m},
\]

and \(c\) cannot lie below the root of the corresponding equality. Numerically,

\[
0.960\le c\le0.990 .
\]

Within the model, the independent count therefore gives an upper bound to the Fermi level.

Within the model, the coefficient of the Fermi level lies between 0.960 and 0.990, and the independent pair count gives the upper bound. It remains to calculate its value with competition between pairs included, to examine how the limit of small compensation is approached, and to apply the result to GaN.
